# Fermi-level pinning at end-contacted nanotubes: a local dipole and tunnelling

## The situation

A semiconducting carbon nanotube stands on a flat metal, bonded to it by its last ring of atoms. Holes entering the tube meet a barrier. If the barrier followed the metal work function, a suitable metal could make it small. At a wide planar junction, metal states leaking into the gap oppose this: they charge the interface and hold the band edges near a fixed position relative to the Fermi level. This is Fermi-level pinning.

The same leakage occurs at the end of a tube. What differs is the width of the charged region. The contributions are taken in turn below: bare alignment, gap-state charge, its potential, the tube's polarization, neighbouring tubes, and tunnelling.

Energies are in eV, lengths in nm, and the Fermi level is zero. The metal is an ideal grounded plane at $z=0$. The tube is described by pi-electron tight binding with nearest-neighbour hopping and mean-field (Hartree) electrostatics at zero temperature; only transport is thermal, at 300 K. The example is a (17,0) tube with rough typical parameters: bond length $a=0.142$ nm, hopping $\gamma=2.7$ eV.

## 1. Bare alignment

Let $\Phi$ be the metal work function and $W_t$ the depth of the tube's midgap below vacuum. Without interface charge the vacuum level is flat. It lies at $+\Phi$, so midgap lies at

$$\delta=\Phi-W_t .$$

With local midgap $u(z)$ and half gap $\Delta$, the valence edge is $u-\Delta$ and the hole barrier is $\Delta-u$. For $|\delta|<\Delta$ the far tube has no free carriers at zero temperature.

To find $\Delta$, note that each atom has one axial bond, of strength $\gamma$, and two bonds to an adjacent ring, at angles $\pm\pi/n$. For angular momentum $q$ these two add to

$$\gamma(e^{i\pi q/n}+e^{-i\pi q/n})=2\gamma\cos(\pi q/n).$$

Each $q$ is therefore a chain with alternating hoppings $t_1=\gamma$ and $t_2=2\gamma|\cos(\pi q/n)|$; signs are absorbed into the wave-function phases. With cell length $L=3a/2$,

$$E^2=|t_1+t_2e^{ikL}|^2=t_1^2+t_2^2+2t_1t_2\cos kL .$$

The minimum is at $kL=\pi$, where $\Delta=|t_1-t_2|$. Setting $k=\pi/L+p$ and expanding for small $pL$ gives

$$E^2\simeq\Delta^2+(\hbar v p)^2,\qquad \hbar v=L\sqrt{t_1t_2}.$$

For $n=17$ the lowest subband has $q=6$ and $t_2=2.407$ eV. Hence $\Delta=0.293$ eV and $\hbar v=0.213\sqrt{2.7\times2.407}=0.543$ eV nm. With $\delta=0.10$ eV the bare hole barrier is $0.293-0.100=0.193$ eV.

## 2. The gap-state charge

Inside the gap $p=i\kappa$, so

$$\kappa=\frac{\sqrt{\Delta^2-(E-u)^2}}{\hbar v},$$

and the density of a leaking metal state falls as $e^{-2\kappa z}$. At midgap its decay length is $\hbar v/2\Delta=0.93$ nm.

The amplitude follows from matching to a gapless metal mode of the same velocity. Near the band centre the Hamiltonian is $-i\hbar v\sigma_x\partial_z$, plus $\Delta\sigma_z$ inside the tube. In the metal the incoming and reflected waves have the orthogonal spinors $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$. Nothing propagates into the gap, so reflection has unit magnitude. Orthogonality removes the interference term, and the density is $1+1=2$. One incoming mode has $dk/2\pi=dE/(2\pi\hbar v)$ states per length. The wave function is continuous at the contact, and two spins and two equal subbands ($q$ and $n-q$) give a factor four:

$$D(E,z)=4\,\frac{2}{2\pi\hbar v}e^{-2\kappa z}=\frac{4}{\pi\hbar v}e^{-2\kappa z}.$$

The contact value is 2.34 states per eV and nm. In the discrete chain at energies $0.1\Delta$ and $0.6\Delta$, the decay rate agrees with this formula within 2% and the contact value within 15%; one unit cell resolves the latter only roughly.

Reversing the wave function on one sublattice turns a state at $E$ into one at $-E$ with the same density. A half-filled junction with $u=0$ is therefore neutral on every ring. If $u>0$, states between the Fermi level and midgap are empty and the tube end is positive.

The full calculation includes all 17 subbands and joins each end atom to a half-filled metal wire of hopping $\gamma$. Occupations come from the Green function. For one level at $\varepsilon$,

$$\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\frac{1}{i\omega-\varepsilon}d\omega
=\frac12-\frac1\pi\int_0^\infty\frac{\varepsilon\,d\omega}{\omega^2+\varepsilon^2}
=\frac12-\frac12\mathrm{sgn}\,\varepsilon ,$$

which is one below the Fermi level and zero above. Weighting levels by their density on site $i$ gives $n_i=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G_{ii}(i\omega)d\omega$. The positive charge $q_j$ of ring $j$, in units of $e$, is the sum of $\frac12-n$ over subbands and spins.

## 3. The potential of one charged end

Let $C=e^2/4\pi\varepsilon_0=1.44$ eV nm. Two points on a ring of radius $R$, separated by angle $\theta$, are $2R\sin(\theta/2)$ apart. With axial separation $x$ and a charge thickness $s=0.13$ nm, which keeps the self-energy finite, the averaged inverse distance is

$$V(x)=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{\sqrt{x^2+s^2+4R^2\sin^2(\theta/2)}} .$$

Put $\beta=\theta/2$, use the symmetry about $\pi/2$, and replace $\beta$ by $\pi/2-\beta$. With $B=x^2+s^2+4R^2$ and $m=4R^2/B$,

$$V(x)=\frac2\pi\int_0^{\pi/2}\frac{d\beta}{\sqrt{B(1-m\sin^2\beta)}}=\frac{2K(m)}{\pi\sqrt B},$$

where $K$ is the complete elliptic integral. The grounded metal adds an opposite image at $-z'$. A unit positive charge at $z'$ therefore lowers the electron energy at $z$ by

$$W(z,z')=C[V(z-z')-V(z+z')].$$

Far away $V\simeq1/|x|$, and

$$W\simeq C\left(\frac1{z-z'}-\frac1{z+z'}\right)=\frac{2Cz'}{z^2-z'^2}\simeq\frac{2Cz'}{z^2}.$$

The shift of midgap is thus

$$\delta-u(z)\simeq\frac{2C}{z^2}\sum_jq_jz_j .$$

It is algebraic, not exponential, and vanishes far from the contact.

The hole in the ring is not what matters. For a filled disc of radius $\rho$ with dipole moment $\tau$ per area, the potential on the axis is

$$\frac{\tau}{4\pi\varepsilon_0}\int_0^\rho\frac{2\pi r z\,dr}{(r^2+z^2)^{3/2}}=\frac{\tau}{2\varepsilon_0}\left(1-\frac z{\sqrt{z^2+\rho^2}}\right).$$

For $z\ll\rho$ this is the constant $\tau/2\varepsilon_0$ found on one side of a wide sheet, half the step across it. For $z\gg\rho$ it falls as $\rho^2/2z^2$ times that constant. Finite lateral extent makes the potential decay.

## 4. The tube polarizes along its axis

The dipole's field also displaces the tube's valence electrons. For a slowly varying potential $\phi$ and axial polarizability $\alpha$ per length, the polarization is $P=-\alpha\phi'$ and its charge density is $-P'=\alpha\phi''$. In a $1/z^2$ tail, $\phi''=6\phi/z^2>0$. The induced charge has the sign of the contact charge and extends the shift outwards. It also adds to the moment $\sum_jq_jz_j$, so the far tail is raised by a lasting factor; only the excess over the dipole formula, taken with the full moment, fades with distance.

A control isolates this effect. A uniform midgap shift has no field inside the tube, so the charge it produces is a contact response. Its total lies within 4% of the gap-state density integrated from the Fermi level to midgap, although the two differ ring by ring. The lowest subband of section 2 supplies 43% of this charge and about two thirds of its moment. Take this charge on each ring per eV of shift. The control multiplies this ratio by the local midgap $u$ and solves for $u$ again, which omits polarization. The shift then falls below a tenth of $\delta$ beyond 6.4 nm; with polarization this happens beyond 10.6 nm. The moment is about 0.10 nm in the control and 0.26 nm with polarization. The tube radius, 0.665 nm, is therefore a poor estimate of the range.

The tail was examined on a tube 100 nm long, where $\sum q_jz_j=0.2627$ nm. At 60 nm the dipole formula gives

$$\frac{2\times1.44\times0.2627}{60^2}=2.10\times10^{-4}\ \mathrm{eV}.$$

The self-consistent shift is $2.26\times10^{-4}$ eV, 8% larger than the formula. Between 40 and 80 nm its mean power is 2.15. Both deviations have the sign expected from polarization.

## 5. Neighbours turn the dipole into a sheet

Now place identical tubes side by side, with area $A$ per tube. Smear the neighbours' charge uniformly outside a disc of area $\pi b^2=A$. One charged layer at height difference $x$ contributes

$$\frac CA\int_b^{\Lambda}\frac{2\pi r\,dr}{\sqrt{r^2+x^2}}=\frac{2\pi C}{A}\left[\sqrt{\Lambda^2+x^2}-\sqrt{b^2+x^2}\right].$$

Subtract the image layer and let $\Lambda\to\infty$. The upper-limit terms cancel, and the neighbours add

$$W_{\rm nb}=\frac{2\pi C}{A}\left[\sqrt{b^2+(z+z')^2}-\sqrt{b^2+(z-z')^2}\right].$$

For $z\gg b,z'$ the bracket tends to $2z'$, so

$$W_{\rm nb}\to\frac{4\pi Cz'}{A}.$$

This does not decay. For a triangular array of pitch 2 nm and heights 3 and 1 nm, the smeared formula is 1.3% above an explicit sum over point-charge neighbours within 600 nm; about 0.5% of this comes from the cutoff of the sum. Closer to the metal smearing is less accurate: at heights 1 and 0.3 nm the formula is about 10% too large for point neighbours and about 6% too small for rings of the tube's radius. The constant reached far above the contact, per unit dipole moment, is unaffected. With ring neighbours the self-consistent midgap of the 2 nm array at 0.5 nm moves from 0.009 to 0.008 eV.

## 6. Weighing the electrostatic parts

The profile must satisfy

$$u_i=\delta-\sum_jW_{ij}q_j[u].$$

The single tube and the array use the same subbands, end bond and offset; only $W$ differs. The first ring is 0.15 nm above the metal, and the modelled length is 36 nm.

| $z$ (nm) | single tube, $u$ (eV) | 2 nm array, $u$ (eV) |
|---:|---:|---:|
| 0.5 | 0.020 | 0.009 |
| 2 | 0.041 | 0.003 |
| 5 | 0.070 | 0.002 |
| 10 | 0.089 | 0.002 |
| 30 | 0.099 | 0.002 |

Close to the metal both are strongly pinned: at 0.5 nm the single tube has lost 80% of its offset. Weak pinning is not a lack of gap states. Further out the single tube recovers its bare alignment, while the array keeps 2.3% of it. The far hole barriers are 0.194 and 0.291 eV.

At pitches of 5 and 10 nm, the midgap at the end of the modelled tube is 0.265 and 0.629 of the bare offset. Pinning thus fades gradually as the array is thinned. For a sparse array the isolated tube's moment estimates the step:

$$\frac{4\pi C}{A}\sum_jq_jz_j .$$

At 10 nm pitch, $A=86.6$ nm² and the estimate is 0.055 eV. The computed shift is 0.037 eV. The estimate leaves out the neighbours' action on each tube. Their potential lowers $u$ near the contact, which reduces the gap-state charge; it also rises with height, so the polarization $P=-\alpha\phi'$ it causes opposes the contact dipole. Both reduce the moment. At 100 nm pitch the same estimate is 0.0005 eV, small enough for this feedback to be minor. It applies at heights well above the pitch.

## 7. What the remaining bump does to the current

The single tube's midgap has its minimum at 0.40 nm, 81 meV below its far value. For holes this is an extra barrier in front of the far band edge. Its effect depends on tunnelling.

Transmission follows from the chain equation

$$t_{i-1}\psi_{i-1}=(E-u_i)\psi_i-t_i\psi_{i+1}.$$

Start with an outgoing wave in the far tube and step back to the metal, where $\psi$ is a sum of an incident wave $A_i$ and a reflected wave $A_r$. Flux conservation gives $T=1-|A_r/A_i|^2$. The Green-function expression used for the currents agrees with this to $10^{-5}$ at 5, 20 and 100 meV below the far edge. The hole conductance is

$$G=\frac{4e^2}{h}\int_{-\infty}^{u_\infty-\Delta}T(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

For a barrier of many $kT$, $-\partial f/\partial E\simeq e^{E/kT}/kT$. With $E=u_\infty-\Delta-x$,

$$G\simeq\frac{4e^2}{h}e^{(u_\infty-\Delta)/kT}\,\bar T,\qquad
\bar T=\int_0^\infty T\,e^{-x/kT}\frac{dx}{kT}.$$

Define the pinning factor $S=kT\,d\ln G/d\delta$. Then

$$S=\frac{du_\infty}{d\delta}+kT\frac{d\ln\bar T}{d\delta}.$$

The first term is far-field alignment; the second is the bump. $S=1$ means that the barrier follows the work function, and $S=0$ that it is pinned. Without any dipole the calculation gives 0.996.

If holes could only pass over the bump, its Boltzmann factor would be $e^{-80.6/25.85}=0.044$. With a height proportional to $\delta$, $S$ would be about $1-0.081/0.10=0.19$. Counting only holes above the top in the full calculation gives 0.21. A single tube would then look strongly pinned despite its correct far alignment.

Tunnelling changes this: 79% of the hole current flows at hole energies (measured downwards) below the bump top. The conductance is 0.256 of its value without the dipole, and $S=0.64$. The two numbers are consistent: if $\ln\bar T$ changes linearly with $\delta$, the bump contributes $0.02585\ln(0.256)/0.10=-0.35$, so $S\simeq0.65$.

The bump is not transparent at every energy. For a hole $kT/2$ below the far edge, the forbidden region is 8.95 nm wide and $2\int\kappa\,dz=3.49$. The transmission is 0.034, against 0.440 without the dipole. The ratio, 0.077, exceeds $e^{-3.49}=0.031$, so the exponent alone gives only the scale here. Deeper in the band the forbidden region shrinks and the exponent falls.

For the array $S=0.024$, and its conductance per tube is 0.091 of the single tube's. The barrier difference gives $e^{-0.097/0.02585}=0.023$; dividing by the single tube's bump factor, 0.256, recovers 0.09. These are hole currents. With midgap so near the Fermi level, the array's electron current would be comparable and is not included.

## 8. Contributions left out, and real contacts

Thermal holes in the far tube number $1.5\times10^{-4}$ per nm. Those within the modelled length shift its levels by at most about 1.5 meV. Their density grows exponentially as $\delta$ approaches $\Delta$. Beyond $\delta=\Delta$ the tube fills with holes and the present far-field condition fails.

The image force is much larger. A point carrier attracted by its own image has the energy $C/4z$, 0.36 eV at 1 nm; averaged round the ring, the unscreened energy is $\frac12CV(2z)$: 0.327, 0.175 and 0.072 eV at 1, 2 and 5 nm. The dipole shifts there are 0.073, 0.059 and 0.030 eV. Adding this energy to the hole levels, with the charge profile held fixed, gives $S=1.00$. Screening by the tube is omitted, so this overstates the effect. Within about 1.3 nm of the metal the valence edge would even rise above the Fermi level, and the fixed charge profile is not consistent there. Half this image energy still exceeds the dipole shift and leaves no bump, yet $S$ is only about 0.8, because $\bar T$ still changes with $\delta$. With a quarter of it a bump of about 19 meV remains. How much of the mean-field bump survives thus depends on screening that is not calculated here. The value 0.64 belongs to the Hartree model and should not be read as a prediction for a device.

Two variations bear on fabrication. In a uniform dielectric of constant 3.9, roughly that of silicon dioxide, all Coulomb energies are divided by 3.9 and $S$ rises to 0.83. Halving the hopping of the end bond leaves it at 0.64, although the bump grows to 96 meV and the conductance ratio falls from 0.256 to 0.23. The value also depends on the tube: (16,0), (19,0) and (20,0) give 0.68, 0.66 and 0.62.

A device can also differ from the model in geometry: its contact may cover the side of the tube, and a gate may lie nearby. A side contact has a different charge distribution, to which these numbers do not apply. A gate close to the contact screens the tail and sets the far levels itself. Also omitted are exchange and correlation beyond the image estimate, sigma-electron polarization, the chemical dipole of the end bond and the real metal's band structure. A bond dipole confined to one tube end has the same decaying far potential, but it can change the bump. For isolated, end-bonded tubes with $|\delta|$ well below $\Delta$, the model therefore supports choosing the metal by work function; for closely packed tubes on a common metal plane it does not. Very small barriers, which need $\delta$ close to $\Delta$, lie outside the range treated here. The computed values are collected in the numerical output below.

## Calculated quantities

```
tube (17,0): bond 0.142 nm, hopping 2.7 eV
charge thickness 0.13 nm, first ring at 0.15 nm
tube radius 0.665 nm, modelled length 36.2 nm
lowest subband q = 6, hopping 2.407 eV
half gap 0.293 eV, hbar*v 0.543 eV nm
midgap density decay length 0.93 nm
gap-state density at contact 2.34 /(eV nm)
e^2/(4 pi eps0) 1.4400 eV nm, kT 0.02585 eV at 300 K
occupation check, largest difference 1.3e-05
neighbour formula minus lattice sum 1.3 %
bare midgap offset 0.10 eV, slope step +-0.01 eV
z (nm): midgap of single tube, of 2 nm array (eV)
   0.5: 0.0198, 0.0087
   1.0: 0.0266, 0.0044
   2.0: 0.0410, 0.0026
   3.0: 0.0531, 0.0024
   5.0: 0.0698, 0.0023
  10.0: 0.0885, 0.0023
  20.0: 0.0972, 0.0023
  30.0: 0.0989, 0.0023
single tube: bump 80.6 meV, top at 0.40 nm
shift below 10 % of offset beyond 10.6 nm
  same without axial polarization 6.4 nm
long tube 100.1 nm: charge*height 0.2627 e nm
  shift at 60 nm 226.4 micro-eV
  dipole formula at 60 nm 210.2 micro-eV
  tail power between 40 and 80 nm 2.15
far hole barrier, bare 0.193 eV
far hole barrier, single tube 0.194 eV
far hole barrier, 2 nm array 0.291 eV
hole kT/2 below edge: barrier width 8.95 nm
  action 2*int(kappa dz) 3.49
  transmission 0.034, without dipole 0.440
current share below bump top 79 %
conductance single/bare 0.256
exp(-bump/kT) 0.044
conductance array/single 0.0907
S from conductance: no dipole 0.996
S from conductance: single tube 0.640
  only holes above the bump top 0.207
S from conductance: 2 nm array 0.024
far midgap/offset at pitch 2, 5, 10 nm: 0.023, 0.265, 0.629
thermal holes 1.51e-04 /nm, shift <= 1.5 meV
unscreened image energy at 1, 2, 5 nm: 0.327, 0.175, 0.072 eV
S single tube with image energy 1.000
S single tube in dielectric 3.9 0.834
S single tube with end bond halved 0.638
```
